The mixed mass-field isotope shift and its King-plot pattern

**1. Result**

A nucleus of charge Z, mass M and mean-square charge radius ρ raises a hydrogenic nS level above its point-nucleus value by

E_F = (2/3) Z⁴ ρ μ³/n³ = E_F(∞)(1−η)³, (1)

where μ is the reduced mass, η = μ/M, and E_F(∞) is the value for an infinitely heavy nucleus. Atomic units are used in the algebra, so the electron mass is 1. Equation (1) is nonrelativistic and of leading order in the nuclear size.

The relative change caused by the finite mass is

(1−η)³ − 1 = −3η + 3η² − η³. (2)

The mixed mass-field term is the part linear in both ρ and η, namely −3ηE_F(∞). Its coefficient is exactly −3 within this model; the whole relative change is −3μ/M only to first order.

In an atom with several electrons the coefficient becomes −3+s, where s comes from the correlated motion of the electrons against the nucleus. In a King plot that is otherwise straight, the common −3 leaves the points on the line. For the mixed term to bend it, s must differ between the two lines.

**2. Reduced mass and mass polarization**

Let r_i be the electron positions relative to the nucleus and p_i their conjugate momenta. In the centre-of-mass frame the nucleus has momentum −Σp_i, so the kinetic energy is

T = Σ p_i²/2 + (Σp_i)²/(2M)
 = Σ p_i²/(2μ) + (1/M) Σ_{i<j} p_i·p_j, with 1/μ = 1 + 1/M.

The squares in (Σp_i)² have joined the electron kinetic energy. The cross terms are the mass polarization, which is absent for one electron. From μ = M/(1+M),

η = μ/M = 1/(1+M), μ = 1 − η. (3)

The second relation is exact, which makes η more convenient than 1/M.

**3. The field shift as a contact term**

Let the nuclear charge density be Zν(r), spherical, with ∫ν d³r = 1 and ∫r²ν d³r = ρ. Let V be the electron's potential energy in its field, and let w = V + Z/r be the departure from a point nucleus. Poisson's equation gives

∇²w = 4πZ[ν(r) − δ(r)].

Multiply by r² and integrate. The delta function contributes nothing, so the right side gives 4πZρ. On the left, two integrations by parts move the Laplacian onto r². There are no surface terms, because w vanishes outside the nucleus. With ∇²r² = 6,

6 ∫w d³r = 4πZρ, so ∫w d³r = 2πZρ/3. (4)

The electron density hardly varies across the nucleus. First-order perturbation theory therefore gives

E_F = (2πZρ/3)|ψ(0)|². (5)

The sign is positive because spreading the charge weakens the attraction near the centre.

Two neglected effects are of relative order Zμ√ρ. One is the linear fall of the density, |ψ(r)|² ≈ |ψ(0)|²(1−2Zμr). The other is the second-order effect of w: its size is about |ψ(0)|²Z²μρ^{3/2}, against |ψ(0)|²Zρ in (5).

**4. The density at the nucleus**

For an S state write ψ = f(r)/(r√(4π)), with ∫f² dr = 1 and f(0) = 0. Then |ψ(0)|² = f′(0)²/(4π), and

f″ = 2μ(V−E)f.

Multiply by f′. The left side is half the derivative of f′², and the right side is μ(V−E)(f²)′. Integrate from 0 to infinity, by parts on the right:

−f′(0)²/2 = −μ∫V′f² dr.

The boundary term vanishes at the origin, since f² falls as r² while V grows as 1/r. For V = −Z/r we have V′ = Z/r², hence

f′(0)² = 2μZ⟨1/r²⟩. (6)

The mean of 1/r² follows from the dependence of the energy on l. With f = r^{l+1}e^{−κr}Σc_j r^j, the radial equation gives

(j+1)(j+2l+2)c_{j+1} = 2[κ(j+l+1) − Zμ]c_j.

The series must end at some j = k for a bound state, so κ = Zμ/(k+l+1) and

E = −κ²/(2μ) = −Z²μ/[2(k+l+1)²].

This holds for continuous l near zero as well. Differentiate at fixed k. Only the centrifugal term l(l+1)/(2μr²) of the Hamiltonian depends on l, so the derivative of the energy is the mean of the derivative of that term:

(2l+1)⟨1/r²⟩/(2μ) = Z²μ/n³, n = k+l+1.

At l = 0 this is ⟨1/r²⟩ = 2Z²μ²/n³. Inserting it in (6) and dividing by 4π,

|ψ_nS(0)|² = (Zμ)³/(πn³). (7)

Equations (5) and (7) give (1). The physical content is a change of scale: a lighter nucleus lowers μ, the atom grows in length as 1/μ, and the density at its centre falls as μ³.

In the variable 1/M the relative change is (1+1/M)^{−3} − 1 = −3/M + 6/M² − …. The linear coefficient is the same as in (2), but the quadratic one is not. A statement about second order must therefore name its variable.

A hydrogenic P state has ψ proportional to r near the origin, so its contact term vanishes at this order. A line from an S to a P level takes its field shift, and with it the factor (1−η)³, from the S level alone.

**5. Several electrons**

Put r_i = x_i/μ. Momenta are then multiplied by μ, Coulomb energies by μ, and δ(r_i) = μ³δ(x_i). Since μ²/M = μη, the Hamiltonian with the contact term becomes

H = μ[h₀ + ηP + μ²(2πZρ/3)C], (8)

P = Σ_{i<j} p_i·p_j, C = Σδ(x_i).

Here h₀ is the Hamiltonian for an infinitely heavy point nucleus. The level energy is

E = (1−η)(ε₀ + ηε₁ + η²ε₂ + …) + (2πZρ/3)(1−η)³(D₀ + ηD₁ + …). (9)

D₀ is the mean of C in the unperturbed state. To find D₁, note that P changes the state |0⟩ to first order into

|0⟩ + η Σ_k |k⟩ P_{k0}/(ε₀−ε_k), k ≠ 0.

The mean of C then changes by ηD₁. For real states the two cross terms are equal, so

D₁ = 2 Σ_k P_{0k}C_{k0}/(ε₀−ε_k). (10)

The linear mass coefficient of the level's field shift is −3+s with s = D₁/D₀. The −3 is the change of scale, common to all levels. The s is the response of the contact density to mass polarization. For one electron P is absent and s = 0.

**6. Isotope differences**

For a line i, let Δ denote upper minus lower level. Expanding the first product in (9), the line energy is, apart from a constant,

E_i = K_iη + Q_iη² + F_iρ̃(1+s_iη), (11)

K = Δ(ε₁−ε₀), Q = Δ(ε₂−ε₁), F = (2πZ/3)ΔD₀, s = ΔD₁/ΔD₀,

ρ̃ = (1−η)³ρ.

Terms of order η³ in the mass shift, and of order η² in the series D₀ + ηD₁ + …, have been dropped. Let δ denote the difference between an isotope and a common reference isotope, and divide by δη to form the modified shift:

y_i = δE_i/δη = K_i + Q_i(η_ref+η) + F_i t + F_i s_i W, (12)

t = δρ̃/δη, W = δ(ηρ̃)/δη.

The factor with Q follows from δ(η²) = (η_ref+η)δη. For W, write

ηρ̃ − η_ref ρ̃_ref = η(ρ̃−ρ̃_ref) + ρ̃_ref(η−η_ref),

which gives

W = ρ̃_ref + ηt. (13)

This is the isotope pattern of the mixed term: a constant, plus the quantity t weighted by the η of each isotope.

**7. The King plot**

Plot y_b against y_a, one point for each isotope pair. Solve (12) for t in line a,

t = [y_a − K_a − Q_a(η_ref+η)]/F_a − s_aW,

and insert it in line b:

y_b = (F_b/F_a)y_a + K_b − (F_b/F_a)K_a
 + F_b(s_b−s_a)W + [Q_b − (F_b/F_a)Q_a](η_ref+η). (14)

The first row is a straight line. The coefficient −3 does not appear, because it sits inside ρ̃, which is common to both lines and has been eliminated. To leading order it changes y_a by −3F_aW and y_b by −3F_bW. These changes have the ratio F_b/F_a, so each point slides parallel to the line. A straight plot stays straight. If a second-order mass shift already bends the plot, the slide slightly changes the size of that bend.

For two lines between hydrogenic S levels, s = 0. Moreover the point-nucleus energy −Z²(1−η)/(2n²) is exactly linear in η, so Q = 0. The King plot is then straight within (1), although the mixed term is present in both lines.

Curvature needs at least three points. A convenient measure is the height of the third point above the line through the first two. For any quantity g with values g₁, g₂, g₃ define

G[g] = g₃ − g₁ − (g₂−g₁)(x₃−x₁)/(x₂−x₁), x = y_a. (15)

G vanishes for a constant and for x itself. Applied to (14), with constants removed by means of (13), it leaves

gap = F_b(s_b−s_a) G[ηt] + [Q_b−(F_b/F_a)Q_a] G[η]. (16)

The two causes of curvature have different patterns. In (14) the second-order mass shift enters through η alone, while the mixed term enters through η times t. The radii affect both gaps, because G contains the x-differences. If η were the same for all the compared isotopes, G[η] would vanish and ηt would be proportional to t. The mixed term would then have no visible pattern of its own.

**8. One electron: numbers**

Take Z = 4 and nuclei of 8, 10, 12 and 14 u, with chosen values ρ = 6.0, 6.5, 5.8 and 6.2 × 10⁻¹⁰ angstrom². These are round model parameters. The isotope of 8 u is the reference and has η = 6.857 × 10⁻⁵.

The field constant of the 1s–2s line is F_a = −14511.3 eV/angstrom². By (7) the 2s density is 1/8 of the 1s density, so F_a is −7/8 of the constant of the 1s level, which is therefore 16584.3 eV/angstrom². For the reference nucleus

E_F(∞) = 16584.3 × 6.0 × 10⁻¹⁰ = 9.951 × 10⁻⁶ eV,

−3ηE_F(∞) = −3 × 6.857 × 10⁻⁵ × 9.951 × 10⁻⁶ = −2.047 × 10⁻⁹ eV.

The Schrödinger equation for a uniformly charged sphere, solved without the contact approximation, gives 9.948 × 10⁻⁶ eV and a mass-induced change of −2.046 × 10⁻⁹ eV. The field shift lies below the contact value by a fraction c = 3.0 × 10⁻⁴.

The solved relative change, divided by η, is −2.99949 rather than −3, and the difference can be traced. Equation (2) contributes 3η = 2.1 × 10⁻⁴. The leading size correction is proportional to μ, so the solved shift varies as μ³(1−cμ). Relative to infinite mass this adds cη to the ratio, or 3.0 × 10⁻⁴ to the coefficient. Together they give −3 + 0.00021 + 0.00030 = −2.99949.

At the real η the cubic and the linear law are hard to tell apart. With an artificially light nucleus of 10 electron masses, η = 1/11, the cubic law gives a ratio of 0.7513 and the linear law 0.7273. The solved ratio is 0.7513.

For the King plot of 1s–2s (x) against 1s–3s (y), the predicted slope is (1−1/27)/(1−1/8) = 1.1005. The first two solved points differ by −0.065569 eV in x and −0.072161 eV in y, whose ratio is 1.1005. The third point misses the line by −2.3 × 10⁻¹² eV. Had the −3 acted in the 1s–3s line alone, the gap would have been 7.6 × 10⁻⁷ eV. The tiny remaining gap comes from nuclear-size terms beyond (1), since the mass part is exactly linear in η.

**9. Two electrons: the coefficient s**

For the two-electron ion with the same nuclei, a correlated exponential basis gives for the 1¹S ground state

D₀ = 232.1 angstrom⁻³, D₁ = −6.386 angstrom⁻³,

s = −6.386/232.1 = −0.0275.

The mass coefficient of this level's field shift is therefore −3.0275. A separate calculation inserts the finite mass directly into the unscaled Hamiltonian and differentiates the contact density numerically. It gives −3.0276. This direct value uses the same basis, so it confirms the formula −3+s but not the last digit. A smaller basis gives s = −0.0277. The last digits are not converged: in a more complete basis D₁ moves by about 0.5 %, to near −6.35 angstrom⁻³, so that s is near −0.0274 and the coefficient near −3.0274.

The 2¹S level is less settled. The larger basis gives s = −0.0018 and the smaller one −0.0001. The direct calculation agrees with the larger basis, but it uses that same basis and cannot show convergence. What can be said is that |s| comes out much smaller than in the ground state; its value is not used below.

**10. A King plot with curvature**

Let line a be 1s–2s of the one-electron ion, for which s_a = Q_a = 0. Let line b be the ionization energy of the two-electron 1¹S level. The nuclei are the same, so both lines see the same ρ̃. The upper end of line b is the one-electron 1s level, which has no mass polarization, and hence ΔD₁ = −D₁(1¹S).

The constants of line b are F_b = −11418 eV/angstrom², s_b = −0.0675 and Q_b = 79.24 eV. Here |s_b| exceeds |s| of the level because the ionization energy subtracts the 1s contact density from D₀ but leaves D₁ undiminished. The mixed strength is

F_b s_b = (−11418) × (−0.0675) ≈ 770 eV/angstrom².

The smaller basis gives 775 eV/angstrom², a difference of 0.6 % relative to the larger-basis value. A more complete basis lowers it by a further 0.5 %, to about 766 eV/angstrom², with s_b near −0.0671 and F_b near −11417 eV/angstrom²; Q_b and the gaps below are unchanged at the digits shown.

The points for 10, 12 and 14 u have

x = −163.21539, −163.28099, −163.25842 eV,

W = 3.998, 6.398, 5.731 × 10⁻¹⁰ angstrom².

The ratio of x-differences in (15) is (−0.04303)/(−0.06560) = 0.6559. Therefore

G[W] = (1.733 − 2.400 × 0.6559) × 10⁻¹⁰ = 0.159 × 10⁻¹⁰ angstrom²,

mixed gap = 770 × 0.159 × 10⁻¹⁰ = 1.2 × 10⁻⁸ eV.

Removing the common factor (1−η)³ from both lines changes this gap by only about 0.1 %. With the second-order mass shift left out, the coefficient −3 thus has almost no effect on the gap, although it is far larger than s_b.

For the second-order mass shift, the values η = 5.485, 4.571 and 3.918 × 10⁻⁵ give

G[η] = (−1.567 + 0.914 × 0.6559) × 10⁻⁵ = −0.968 × 10⁻⁵,

mass gap = 79.24 × (−0.968 × 10⁻⁵) = −7.67 × 10⁻⁴ eV.

This is about 60,000 times the mixed gap in magnitude. Practically all the curvature of this King plot is second-order mass shift, and bent points are no evidence of a mixed term.

The coefficient −3 does affect the mass gap, through x. It moves the x-values by −3F_aW, which changes the ratio 0.6559 by −1.1 × 10⁻⁵ and the mass gap by −7.6 × 10⁻⁹ eV. That is more than half the mixed gap. Measured x-values already contain this effect; calculated ones must include it.

**11. When the mixed term can be identified**

To expose the mixed gap in this example, the second-order mass gap must be calculated and subtracted to better than about one part in 60,000. Even that is not enough. A dropped term Rη³ in the energy of line b adds R(η_ref²+η_refη+η²) to y_b, and so a gap R G[η_refη+η²]. With the values above, G[η_refη+η²] = −1.53 × 10⁻⁹, which is 1.6 × 10⁻⁴ of G[η]. The mixed gap is only 1.6 × 10⁻⁵ of the second-order gap. If R is similar in size to Q_b, the third-order gap is therefore about ten times the mixed gap and has to be removed as well.

The field constant rises as Z⁴ for hydrogenic levels, and s and Q change with Z as well. The balance found here thus belongs to a light ion and should not be carried over to heavy atoms, where the nonrelativistic density in (7) also fails.

Relativity, quantum-electrodynamic corrections and nuclear polarization are left out throughout. Higher radial moments of the charge enter the solved one-electron results but not the two-electron King plot. Any of these effects may add curvature with its own isotope pattern. The numerical output lists the solved energies, the constants of both lines and the main gaps; apart from the more-complete-basis values quoted as caveats, the other numbers follow from these by the formulas in the text.

Computed values

```
Nuclear charge Z: 4
mass 8 u: M/m = 14583.108, eta = 6.856779e-05, rho = 6.00e-10 angstrom^2
mass 10 u: M/m = 18228.885, eta = 5.485498e-05, rho = 6.50e-10 angstrom^2
mass 12 u: M/m = 21874.662, eta = 4.571290e-05, rho = 5.80e-10 angstrom^2
mass 14 u: M/m = 25520.439, eta = 3.918274e-05, rho = 6.20e-10 angstrom^2
One electron, 1s, nucleus of 8 u, uniform sphere
field shift, infinite mass, solved: 9.947557e-06 eV
field shift, infinite mass, contact formula: 9.950579e-06 eV
finite-mass change of field shift, solved: -2.045898e-09 eV
mixed term -3 eta E_F, contact formula: -2.046868e-09 eV
relative change divided by eta, solved: -2.999490
M = 10 m: solved ratio 0.751336, cubic 0.751315, linear 0.727273
Hydrogenic King plot, x = 1s-2s, y = 1s-3s
pair 10-8: x = -163.21541332 eV, y = -193.44496852 eV
pair 12-8: x = -163.28098250 eV, y = -193.51712931 eV
pair 14-8: x = -163.25842044 eV, y = -193.49229910 eV
gap from straight line, solved: -2.250e-12 eV
gap if -3 acted in 1s-3s only: 7.632e-07 eV
Two electrons, correlated basis
1 1S: energy -371.586878 eV, e1 11.442980 eV, e2 -67.799032 eV
1 1S: D0 232.12510 angstrom^-3, D1 -6.38593 angstrom^-3
1 1S: s -0.027511, small basis -0.027663
1 1S: -3+s -3.027511, direct -3.027643
1 1S: Q -79.24201 eV, direct -79.24314 eV
2 1S: energy -249.933117 eV, e1 0.925112 eV, e2 -31.862342 eV
2 1S: D0 146.57414 angstrom^-3, D1 -0.25649 angstrom^-3
2 1S: s -0.001750, small basis -0.000128
2 1S: -3+s -3.001750, direct -3.001670
2 1S: Q -32.78745 eV, direct -32.78649 eV
King plot, x = line a, y = line b
a: one-electron 1s-2s: K -163.268317 eV, Q 0.000000 eV
a: one-electron 1s-2s: F -14511.261 eV/angstrom^2, s 0.000000
b: two-electron 1 1S ionization: K -165.338768 eV, Q 79.242012 eV
b: two-electron 1 1S ionization: F -11417.924 eV/angstrom^2, s -0.067469
F_b(s_b-s_a), large basis: 7.7036e+02 eV/angstrom^2
F_b(s_b-s_a), small basis: 7.7464e+02 eV/angstrom^2
Q_b-(F_b/F_a)Q_a: 7.9242e+01 eV
pair 10-8: x = -163.2153887 eV, y = -165.2873417 eV, W = 3.99797e-10 angstrom^2
pair 12-8: x = -163.2809882 eV, y = -165.3396817 eV, W = 6.39792e-10 angstrom^2
pair 14-8: x = -163.2584159 eV, y = -165.3224386 eV, W = 5.73141e-10 angstrom^2
gap, mixed term only: 1.227e-08 eV
gap, mixed term only, common -3 removed: 1.226e-08 eV
gap, with second-order mass shift: -7.667e-04 eV
```
